# Antibunching, bunching and blinking of a molecule with a triplet shelf

## The problem

A single molecule is driven steadily by light and emits photons, which are counted. It has three levels: the ground singlet S0, the excited singlet S1 and the triplet T1, with populations \(p_1,p_2,p_3\). The transitions are

- S0 to S1, the pump, at rate \(k_{12}=50\ \mu\mathrm{s}^{-1}\);
- S1 to S0, the total decay, at rate \(k_{21}=200\ \mu\mathrm{s}^{-1}\);
- S1 to T1, intersystem crossing, at rate \(k_{23}=0.5\ \mu\mathrm{s}^{-1}\);
- T1 to S0 at rate \(k_{31}=0.05\ \mu\mathrm{s}^{-1}\).

These are round model parameters. Microseconds are used because atomic units of time are far too short for this process.

While the molecule is in T1 it emits no detected photon, so the triplet acts as a dark shelf. A bright period runs from a return to S0 until the next entry into T1. A dark period is one stay in T1.

Find the photon correlation function \(g_2(\tau)\), which is the rate of detecting a photon a time \(\tau\) after another one, divided by the mean detection rate. Find also the mean bright and dark periods, \(T_{\rm on}\) and \(T_{\rm off}\).

## A tempting solution

The molecule leaves T1 at rate \(k_{31}\), so a dark period lasts on average \(1/k_{31}=20\ \mu\mathrm{s}\). It enters T1 at rate \(k_{23}\), so by the same argument a bright period lasts \(1/k_{23}=2\ \mu\mathrm{s}\).

The molecule is then bright for a fraction \(2/(2+20)=1/11\) of the time. Just after a photon it is known to be bright, and its emission rate is 11 times the average. This excess disappears at the rate at which a two-state switch relaxes, \(1/2+1/20=0.55\ \mu\mathrm{s}^{-1}\). The correlation function should therefore start at zero, rise within nanoseconds to about 11, and fall to one in about \(1/0.55\approx1.8\ \mu\mathrm{s}\).

## Where it fails

The dark period is right, and so is the picture of a switch. The bright period is wrong. The rate \(k_{23}\) applies while the molecule is in S1, but a bright period also contains time spent in S0, from which T1 cannot be reached.

The number \(1/k_{23}\) does have a meaning. Each bright period ends with one crossing, and crossings occur at rate \(k_{23}\) per unit of time spent in S1. If \(\theta\) is the mean total time in S1 during a bright period, then \(k_{23}\theta=1\). So \(2\ \mu\mathrm{s}\) is the time spent in S1, summed over all the excitations of one bright period. The time in S0 must be added, and the error passes into the height and the decay of the correlation function. The solution below starts from the rate equations and needs no guess about a switch.

## From the rate equations to \(g_2\)

We assume that the optical coherence between S0 and S1 is lost too quickly to matter. Populations alone then describe the molecule, and each changes by gain minus loss:

\[
\begin{aligned}
\dot p_1&=-k_{12}p_1+k_{21}p_2+k_{31}p_3,\\
\dot p_2&=k_{12}p_1-(k_{21}+k_{23})p_2,\\
\dot p_3&=k_{23}p_2-k_{31}p_3 .
\end{aligned}
\]

The right-hand sides add to zero, so \(p_1+p_2+p_3=1\) at all times.

Let \(k_r\) be the radiative part of \(k_{21}\), and \(\eta\) the probability that an emitted photon is detected. In the steady state the detection rate is \(R=\eta k_r p_2(\infty)\). Emission of a photon leaves the molecule in S0. The rate of a second detection after a delay \(\tau\) is therefore \(\eta k_r p_2(\tau)\), where \(p_2(\tau)\) solves the rate equations with \(p_1(0)=1\). Dividing by \(R\) gives

\[
g_2(\tau)=\frac{p_2(\tau)}{p_2(\infty)},\qquad p_1(0)=1 .
\]

Both \(\eta\) and \(k_r\) have cancelled. Lost photons make a measurement noisier but do not change the shape of \(g_2\), provided that the losses are random and there is no background. At \(\tau=0\) the molecule is in S0 and cannot emit, so \(g_2(0)=0\). This is the antibunching dip.

## Steady state

Substitute \(p_1=1-p_2-p_3\) in the second rate equation and write \(a=k_{12}+k_{21}+k_{23}\):

\[
\dot p_2=k_{12}-a\,p_2-k_{12}p_3,\qquad
\dot p_3=k_{23}p_2-k_{31}p_3 .
\]

In the steady state the second of these gives \(p_3=k_{23}p_2/k_{31}\). The first becomes \(k_{12}=p_2\,(a+k_{12}k_{23}/k_{31})\). Multiplication by \(k_{31}\) gives

\[
p_2(\infty)=\frac{k_{12}k_{31}}{P},\qquad
p_3(\infty)=\frac{k_{12}k_{23}}{P},\qquad
P=a k_{31}+k_{12}k_{23}.
\]

Here \(a=250.5\ \mu\mathrm{s}^{-1}\) and \(P=250.5\times0.05+50\times0.5=37.525\ \mu\mathrm{s}^{-2}\). Hence \(p_2(\infty)=2.5/37.525=0.0666\) and \(p_3(\infty)=25/37.525=0.666\). The molecule spends two thirds of its time in the triplet, not the \(10/11\) implied by the tempting solution.

## Decay constants

Let \(u=p_2-p_2(\infty)\) and \(v=p_3-p_3(\infty)\). The constant terms cancel, which leaves

\[
\dot u=-a u-k_{12}v,\qquad \dot v=k_{23}u-k_{31}v .
\]

Try \(u=Ue^{-\lambda\tau}\), \(v=Ve^{-\lambda\tau}\):

\[
(a-\lambda)U+k_{12}V=0,\qquad -k_{23}U+(k_{31}-\lambda)V=0 .
\]

A nonzero solution requires a vanishing determinant, \((a-\lambda)(k_{31}-\lambda)+k_{12}k_{23}=0\). Expanded, this is

\[
f(\lambda)\equiv\lambda^2-(a+k_{31})\lambda+P=0 .
\]

The discriminant contains \((a+k_{31})^2/4-ak_{31}=(a-k_{31})^2/4\), so

\[
\lambda_\pm=\frac{a+k_{31}}2\pm
\sqrt{\frac{(a-k_{31})^2}{4}-k_{12}k_{23}} .
\]

The sum of the roots is \(a+k_{31}\) and their product is \(P\). For the example \(\lambda_+=250.40\ \mu\mathrm{s}^{-1}\) and \(\lambda_-=0.14986\ \mu\mathrm{s}^{-1}\). The corresponding times are \(4.0\) ns and \(6.67\ \mu\mathrm{s}\).

## Amplitudes

For distinct roots \(g_2\) is one plus two exponentials. The condition \(g_2(0)=0\) fixes the sum of their amplitudes at \(-1\), so with one unknown \(A\)

\[
g_2(\tau)=1-(1+A)e^{-\lambda_+\tau}+A e^{-\lambda_-\tau}.
\]

The initial slope fixes \(A\). At \(\tau=0\) we have \(p_2=p_3=0\), hence \(\dot p_2(0)=k_{12}\) and

\[
g_2'(0)=\frac{k_{12}}{p_2(\infty)}=\frac{P}{k_{31}}
=\frac{\lambda_+\lambda_-}{k_{31}} .
\]

Differentiating the two-exponential form gives \(g_2'(0)=(1+A)\lambda_+-A\lambda_-\). Equating the two expressions,

\[
A(\lambda_+-\lambda_-)=\frac{\lambda_+\lambda_-}{k_{31}}-\lambda_+ ,
\qquad
A=\frac{\lambda_+(\lambda_--k_{31})}{k_{31}(\lambda_+-\lambda_-)} .
\]

Numerically,

\[
A=\frac{250.40\times0.09986}{0.05\times250.25}=1.998 .
\]

The correlation function of the example is therefore

\[
g_2(\tau)\approx1-2.998\,e^{-250.4\,\tau}+1.998\,e^{-0.1499\,\tau},
\]

with \(\tau\) in microseconds. Some values are:

| \(\tau\) | \(g_2\) |
|---|---|
| 1 ns | 0.66 |
| 4 ns | 1.90 |
| 10 ns | 2.75 |
| 100 ns | 2.97 |
| 1 µs | 2.72 |
| 5 µs | 1.94 |
| 20 µs | 1.10 |

The formula was tested against the matrix exponential of the full rate matrix. It was also tested against pair counts in a simulated stream of photons, of which 30% were detected. Between 5 and 6 µs, for instance, the simulation gives a mean of 1.89 and the formula 1.88.

## Dip, crossing and maximum

The curve reaches one when \((1+A)e^{-\lambda_+\tau}=Ae^{-\lambda_-\tau}\), that is at

\[
\tau_c=\frac{\ln[(1+A)/A]}{\lambda_+-\lambda_-}
=\frac{\ln(2.998/1.998)}{250.25}\ \mu\mathrm{s}=1.62\ \mathrm{ns}.
\]

This is shorter than \(1/\lambda_+=4.0\) ns because the curve is rising towards a value near three, not towards one. The time at which \(g_2=1\) should not be read as the decay time of the dip.

At the maximum the derivative vanishes:

\[
(1+A)\lambda_+e^{-\lambda_+\tau}=A\lambda_-e^{-\lambda_-\tau}.
\]

To simplify the ratio of the coefficients, add one to \(A\):

\[
1+A=\frac{k_{31}\lambda_+-k_{31}\lambda_-+\lambda_+\lambda_--k_{31}\lambda_+}{k_{31}(\lambda_+-\lambda_-)}
=\frac{\lambda_-(\lambda_+-k_{31})}{k_{31}(\lambda_+-\lambda_-)} .
\]

Hence \((1+A)\lambda_+/(A\lambda_-)=(\lambda_+-k_{31})/(\lambda_--k_{31})\), and

\[
\tau_m=\frac{1}{\lambda_+-\lambda_-}
\ln\frac{\lambda_+-k_{31}}{\lambda_--k_{31}}=31.3\ \mathrm{ns},
\qquad g_2(\tau_m)=2.99 .
\]

From there the shoulder falls towards one with the time constant 6.67 µs.

## Does a triplet always give a shoulder?

It does not. Evaluate the quadratic at \(\lambda=k_{31}\):

\[
f(k_{31})=k_{31}^2-(a+k_{31})k_{31}+ak_{31}+k_{12}k_{23}=k_{12}k_{23}>0 .
\]

A parabola that opens upwards is positive outside its real roots, so \(k_{31}\) lies either below both or above both. The midpoint of the roots is \((a+k_{31})/2\), which decides between the two. There are three regimes.

**Slow shelf**, \(a-k_{31}>2\sqrt{k_{12}k_{23}}\). The roots are real and \(k_{31}\) is below the midpoint, so \(k_{31}<\lambda_-\) and \(A>0\). Write

\[
g_2-1=e^{-\lambda_+\tau}\left[A e^{(\lambda_+-\lambda_-)\tau}-(1+A)\right].
\]

The bracket starts at \(-1\) and grows without limit. The curve crosses one once and then stays above it. In the example the condition reads \(250.45>10\), which is amply met.

**Fast shelf**, \(k_{31}-a>2\sqrt{k_{12}k_{23}}\). Now \(k_{31}>\lambda_+\), and both \(A\) and \(1+A\) are negative. The bracket equals \(|1+A|-|A|e^{(\lambda_+-\lambda_-)\tau}\), with \(|A|=1+|1+A|\). It is negative at every delay, so \(g_2\) stays below one and there is no bunching.

**Between these limits** the roots are complex, and \(g_2\) oscillates about one with a decaying amplitude. Take \(k_{12}=k_{21}=k_{23}=1\) and \(k_{31}=3\), all in \(\mu\mathrm{s}^{-1}\). Then \(a=3\), \(P=10\), \(\lambda_\pm=3\pm i\) and \(g_2'(0)=10/3\). With \(\tau\) in microseconds, the solution with this slope and \(g_2(0)=0\) is

\[
g_2=1-e^{-3\tau}\left(\cos\tau-\tfrac13\sin\tau\right).
\]

Its derivative is \(\tfrac{10}{3}e^{-3\tau}\cos\tau\), so the first maximum is at \(\tau=\pi/2\). The excess over one there is \(e^{-3\pi/2}/3\approx0.003\), too small to be called a shoulder. Closer to the slow-shelf regime the maximum is higher: with \(k_{31}=1.1\ \mu\mathrm{s}^{-1}\) and the other rates unchanged, the excess is about 0.11.

Numerical solutions with the same three unit rates confirm the pattern. There is one crossing for \(k_{31}=0.3\), none for \(k_{31}=8\), and two for \(k_{31}=3\ \mu\mathrm{s}^{-1}\), within the 7 µs examined.

## The mean periods

A stay in T1 ends at the constant rate \(k_{31}\), so

\[
T_{\rm off}=\frac1{k_{31}}=20\ \mu\mathrm{s}.
\]

For the bright period let \(t_1\) and \(t_2\) be the mean times to reach T1 from S0 and from S1. From S0 the molecule first waits \(1/k_{12}\) for excitation. From S1 it waits \(1/(k_{21}+k_{23})\) for either exit, and with probability \(k_{21}/(k_{21}+k_{23})\) it returns to S0 and starts again:

\[
t_1=\frac1{k_{12}}+t_2,\qquad
t_2=\frac{1}{k_{21}+k_{23}}+\frac{k_{21}}{k_{21}+k_{23}}\,t_1 .
\]

Insert \(t_2\) in the first equation and collect \(t_1\) on the left:

\[
\frac{k_{23}}{k_{21}+k_{23}}\,t_1
=\frac1{k_{12}}+\frac1{k_{21}+k_{23}}
=\frac{a}{k_{12}(k_{21}+k_{23})} .
\]

A bright period starts in S0, so

\[
T_{\rm on}=t_1=\frac{a}{k_{12}k_{23}}
=\frac{250.5}{50\times0.5}\ \mu\mathrm{s}=10.02\ \mu\mathrm{s}.
\]

This is five times the tempting value. The molecule is in S1 for a fraction \((1/k_{23})/T_{\rm on}=k_{12}/a=0.20\) of the bright time, and that is the missing factor.

The steady state provides a check. The fraction of time spent in T1 should be

\[
\frac{T_{\rm off}}{T_{\rm on}+T_{\rm off}}
=\frac{1/k_{31}}{a/(k_{12}k_{23})+1/k_{31}}
=\frac{k_{12}k_{23}}{ak_{31}+k_{12}k_{23}}=p_3(\infty),
\]

and indeed \(20/30.02=0.666\).

The number of decays to S0 in one bright period follows from the branching in S1. With \(q=k_{21}/(k_{21}+k_{23})\), the probability of \(n\) decays followed by a crossing is \(q^n(1-q)\). The mean of this distribution is \(q/(1-q)=k_{21}/k_{23}=400\). The simulation gives 404 decays and a bright period of 10.1 µs, each about 1% above the formula. The run of six million excitations contains about \(6\times10^6\times0.5/200.5\approx15\,000\) bright periods. Both quantities have a spread close to their mean, so the relative standard error of each simulated mean is about \(1/\sqrt{15\,000}\approx0.8\%\). The deviations are thus a little more than one standard error, which is consistent with chance.

## Dependence on the pump

Separating the pump in \(T_{\rm on}\) gives

\[
T_{\rm on}=\frac1{k_{23}}+\frac{k_{21}+k_{23}}{k_{12}k_{23}} .
\]

The first term is the time in S1 and the second is the time in S0. The tempting answer is the limit of very strong pumping at fixed \(k_{21}\), in which the molecule stays in S1 almost throughout the bright period. A fixed \(k_{21}\) is reasonable when the light excites a higher vibrational level that relaxes quickly to S1. Light resonant with the S0–S1 transition itself also stimulates emission, so \(k_{21}\) grows with the pump; the molecule then spends at most half of the bright period in S1, and the limit is \(2/k_{23}\). For weak pumping \(T_{\rm on}\) grows as \(1/k_{12}\). In this model \(T_{\rm off}\) does not depend on the pump, because the only exit from T1 has a fixed rate. In real emitters the light can also empty the shelf, for example by absorption within the triplet manifold followed by a return to the singlets. With such an extra exit at rate \(k_{32}\) the dark period is \(1/(k_{31}+k_{32})\), and it shortens as the pump grows.

The shoulder follows the same trend. When \(\lambda_-\ll\lambda_+\) and \(k_{31}\ll a\), the sum of the roots gives \(\lambda_+\approx a\), and their product gives

\[
\lambda_-\approx\frac Pa=k_{31}+\frac{k_{12}k_{23}}a
=\frac1{T_{\rm off}}+\frac1{T_{\rm on}},
\qquad
A\approx\frac{\lambda_--k_{31}}{k_{31}}\approx\frac{T_{\rm off}}{T_{\rm on}} .
\]

This is the two-state switch of the tempting solution, now with the right bright period. The plateau \(1+A\approx(T_{\rm on}+T_{\rm off})/T_{\rm on}\) is the inverse of the bright fraction, here close to 3 instead of 11. As the pump is weakened, \(A\) tends to zero and the shoulder disappears, because the molecule is rarely shelved.

If instead \(k_{23}\to0\) with \(k_{31}<a\), then \(\lambda_-\to k_{31}\) and \(A\to0\). What remains is the two-level result \(g_2=1-e^{-(k_{12}+k_{21})\tau}\), a dip without a shoulder.

## Reading the periods from a measured curve

Suppose that a fit has supplied \(\lambda_+\), \(\lambda_-\) and \(A>0\). Collecting \(k_{31}\) in the equation for \(A\) gives \(k_{31}[\lambda_++A(\lambda_+-\lambda_-)]=\lambda_+\lambda_-\), so

\[
T_{\rm off}=\frac1{k_{31}}
=\frac{1+A(1-\lambda_-/\lambda_+)}{\lambda_-} .
\]

The sum of the roots gives \(a=\lambda_++\lambda_--k_{31}\). The earlier result \(f(k_{31})=k_{12}k_{23}\), with \(f\) written as a product of its factors, gives \(k_{12}k_{23}=(\lambda_+-k_{31})(\lambda_--k_{31})\). Therefore

\[
T_{\rm on}=\frac{\lambda_++\lambda_--k_{31}}
{(\lambda_+-k_{31})(\lambda_--k_{31})} .
\]

For \(\lambda_-\ll\lambda_+\) these reduce to

\[
T_{\rm off}\approx\frac{1+A}{\lambda_-},\qquad
T_{\rm on}\approx\frac{1+A}{A\lambda_-} .
\]

In the example the short forms give \(2.9984/0.14986=20.008\ \mu\mathrm{s}\) and \(20.008/1.9984=10.012\ \mu\mathrm{s}\). Both are within 0.1% of the true periods.

The three fitted numbers determine \(a\), \(k_{31}\) and the product \(k_{12}k_{23}\), but not four separate rates. Exchanging the values of \(k_{12}\) and \(k_{23}\) leaves \(g_2\) and both periods unchanged, although the decays per bright period would drop from \(200/0.5=400\) to \(200/50=4\). Further information, such as the change of the curve with pump power, is needed to separate the rates.

## When the result needs changing

If the optical coherence survives for a time comparable with the pumping time or with the lifetime of S1, populations alone are not enough, and the short-time part of \(g_2\) must come from equations that include the coherence.

The model also has a single dark state with a single exit rate. A molecular triplet has three spin sublevels, which can decay at different rates when they are not mixed quickly, as at low temperature, and other dark states may exist. The slow part of \(g_2\) is then a sum of several exponentials, and the three-number inversion above no longer gives the mean periods.

Uncorrelated background also distorts the reading. If a fraction \(\rho\) of the counts comes from the molecule, pairs of molecular photons have weight \(\rho^2\) and all other pairs are uncorrelated. The measured function is

\[
\rho^2g_2+(1-\rho^2)=1+\rho^2(g_2-1).
\]

The dip no longer reaches zero, and the apparent shoulder amplitude is \(\rho^2A\). It must be corrected before the periods are calculated.

Finally, a dark gap in the photon record is longer than the stay in T1, since it also includes waits for detected photons at both ends. One excitation and decay take \(1/k_{12}+1/(k_{21}+k_{23})\approx0.025\ \mu\mathrm{s}\), which is little beside 20 µs if most photons are detected. If only one photon in a thousand is detected, a bright period with 400 decays usually yields no count, and bursts cannot be seen one by one. The shoulder of \(g_2\) keeps its shape even then, and the periods can still be found from it, given enough counts. The numerical output lists the full set of values.

## Table of computed values

```
pump rate k12 = 50.00 us^-1
singlet decay rate k21 = 200.00 us^-1
crossing rate k23 = 0.50 us^-1
triplet decay rate k31 = 0.05 us^-1
sum a = k12+k21+k23 = 250.50 us^-1
product P = a k31 + k12 k23 = 37.5250 us^-2
shoulder test a-k31 = 250.450 us^-1
shoulder test 2 sqrt(k12 k23) = 10.000 us^-1
stationary population S0 = 0.26716 (no unit)
stationary population S1 = 0.06662 (no unit)
stationary population T1 = 0.66622 (no unit)
fast constant lambda+ = 250.40014 us^-1
slow constant lambda- = 0.149860 us^-1
antibunching time 1/lambda+ = 0.003994 us
shoulder decay time 1/lambda- = 6.6729 us
shoulder amplitude A = 1.99840 (no unit)
initial slope of g2 = 750.50 us^-1
g2 crosses one at = 0.001621 us
g2 maximum at = 0.031276 us
g2 maximum value = 2.98786 (no unit)
mean bright period = 10.0200 us
mean bright period, survival integral = 10.0200 us
mean bright period, simulation = 10.123 us
mean dark period = 20.0000 us
wrong bright estimate 1/k23 = 2.0000 us
S1->S0 decays per bright period = 400.0 (no unit)
same, simulation = 403.9 (no unit)
bright period from fit, exact inversion = 10.0200 us
dark period from fit, exact inversion = 20.0000 us
bright period from fit, simple estimate = 10.0120 us
dark period from fit, simple estimate = 20.0080 us
g2 at 0.000 us = 0.0000 (no unit)
g2 at 0.001 us = 0.6639 (no unit)
g2 at 0.004 us = 1.8959 (no unit)
g2 at 0.010 us = 2.7503 (no unit)
g2 at 0.100 us = 2.9687 (no unit)
g2 at 1.000 us = 2.7203 (no unit)
g2 at 5.000 us = 1.9446 (no unit)
g2 at 20.000 us = 1.0998 (no unit)
g2 at 60.000 us = 1.0002 (no unit)
simulated detection efficiency = 0.30 (no unit)
mean g2, 0.000 to 0.002 us: simulation 0.637, formula 0.639 (no unit)
mean g2, 0.004 to 0.006 us: simulation 2.131, formula 2.131 (no unit)
mean g2, 0.030 to 0.050 us: simulation 2.987, formula 2.986 (no unit)
mean g2, 5.000 to 6.000 us: simulation 1.889, formula 1.877 (no unit)
mean g2, 20.000 to 22.000 us: simulation 1.091, formula 1.086 (no unit)
mean g2, 100.000 to 110.000 us: simulation 1.005, formula 1.000 (no unit)
crossings of one, k12=k21=k23=1, k31=0.3 us^-1: 1
crossings of one, same but k31=8 us^-1: 0
crossings of one up to 7 us, k31=3 us^-1: 2
```
